The kicked rotor as a tight-binding chain, with numerical localization, part 2

A simulation of the kicked rotor stores amplitudes on finitely many levels n, with angular momentum ħn. One basis width serves for any longer run only if the spreading saturates, which depends on whether the Floquet states are localized in n. All quantities are dimensionless, and time is counted in kicks.

A kick multiplies the wave function by e^{−iV(θ)}, with V = κ cosθ for the standard rotor. The free flight multiplies level n by exp(−iτn²/2). The classical parameter is K = κτ. Unless stated otherwise, τ = 1.618, the golden ratio.

A Floquet state with quasienergy phase ω is u⁻ before and u⁺ after the kick. With φ_n = ω − τn²/2, the functions ū = (u⁺ + u⁻)/2 and g = (u⁻ − u⁺)/(2i) obey the product-form tangent equation

cos(φ_n/2) g_n = sin(φ_n/2) ū_n.  (3)

For κ < π this gives a chain with site energies T_n = tan(φ_n/2) and hoppings −W_r, where W_r are the Fourier coefficients of W = tan(V/2). Its matrix has an eigenvalue zero at each eigenphase. The W_r decay at the rate η per level, with cosh η = π/κ from the poles of W. For any κ, ū′ = e^{−iV/2} u⁻ obeys the sine-form chain

Σ_r J_r(κ/2) sin(φ_n/2 − πr/2) ū′_{n−r} = 0.  (7)

The arctangent kick V = 2 arctan(k cosθ) connects only nearest neighbours, with t = k/2:

T_n ū_n = t(ū_{n+1} + ū_{n−1}).  (8)

Starting from ū_0 = 0 and ū_1 = 1, the solution is ū_{N+1} = D_N/t^N, where D_N is the determinant of the chain matrix on sites 1 to N. Write e^{iφ_n} = e^{iω}c_n. For any sequence c_n, averaging the logarithm of the solution over ω gives a growth rate γ per site, with

sinhγ = 1/(2t) = 1/k.  (9)

For k = 20 this is γ = 0.04998. A numerical average over ω on 400 sites, with the end term subtracted, gave 0.04997.

**What the average does not prove**

The derivation used no property of the sequence c_n, so it applies at the resonance τ = 4π as well. The numerical average there is 0.04995. Yet at resonance all T_n equal tan(ω/2), and (8) has plane-wave solutions with T = 2t cos q whenever |tan(ω/2)| ≤ k. The growth rate is zero in this band. The average is positive because of the values of ω outside the band, where no Floquet state exists. A positive average therefore does not establish localization.

What separates the generic case is that the growth rate cannot vary with ω in this way. Let ζ_n = φ_{n+1} − φ_n. One step along the chain is the map

(φ, ζ) → (φ + ζ, ζ − τ).

Let a square-integrable function f(φ, ζ) be unchanged by this map, with Fourier coefficients f_{ab} for e^{i(aφ + bζ)}. The map turns this exponential into e^{−ibτ}e^{i(aφ + (a+b)ζ)}, so invariance requires |f_{a,a+b}| = |f_{ab}|. For a ≠ 0 this makes infinitely many coefficients equal in size, and they must vanish. For a = 0 it requires f_{0b} = e^{−ibτ}f_{0b}, which leaves b = 0 alone if τ/2π is irrational. Every invariant function is constant, which means that the map is ergodic.

The growth rate of the norm of the transfer matrix is an invariant function of the starting point. By the subadditive ergodic theorem it exists and has the same value for almost every pair (φ, ζ), equal to the limit of its average. One entry of the matrix is D_N/t^N, so this value is at least the γ of (9). The exponent is therefore positive for almost every ω and almost every linear phase added to φ_n.

A single product over 300,000 sites at ω = 0.3 gave 0.05012, which is 0.3% above (9). This suggests that the lower bound is also the value. Even so, the quasienergies of Floquet states form a set of measure zero, so a statement about almost every ω does not by itself prove that all Floquet states are normalizable. Direct diagonalization gives numerical evidence on that point, though not a proof. On a ring of 1024 levels the mean logarithm of the eigenstates, fitted between 80 and 300 levels from their maxima, decays with an amplitude rate of 0.04977.

This kick is a poor model of diffusion by short steps, however. Its factor e^{−iV} = (1 − ik cosθ)/(1 + ik cosθ) has poles at cosθ = i/k, at a distance η from the real axis with sinhη = 1/k. For k = 20 a single kick leaves 81% of the probability on the starting level, but the amplitudes of the rest already extend over the range 1/γ. The mean square distance still grows over many kicks before it saturates, but it does so through rare long jumps. The arctangent kick serves here to test the chain, and the cosine kick is used for the dynamics.

**Diffusion without memory**

For V = κ cosθ let d be the distance from the starting level. The operator d acts as −i∂/∂θ up to a constant, so that

e^{iV} d e^{−iV} = d − V′(θ) = d + κ sinθ.

The mean square after a kick is then

⟨d²⟩ + κ⟨d sinθ + sinθ d⟩ + κ²⟨sin²θ⟩,

with the averages taken before the kick. Suppose that the free phases were drawn anew, uniformly and independently, at every kick. Averaging over them removes all coherence between different levels. The operator sinθ connects neighbouring levels and has no diagonal elements, so the middle term vanishes. The diagonal element of sin²θ is 1/2. Hence

⟨d²⟩ = κ²t/2 for redrawn phases.  (10)

For κ = 10 this is 50 per kick. After 200 kicks (10) gives 10,000, and a simulation with redrawn phases gave 9907.

**Saturation with fixed phases**

With fixed phases and the same κ = 10, the classical parameter is K = 16.18. Twelve starting levels were followed for 3000 kicks on 4096 levels. The mean square distance was

- 50.0 after 1 kick, 264 after 5 and 524 after 10;
- 1174 after 30 kicks and 2452 after 100;
- 3218 after 300 kicks, 3871 after 1000 and 3743 after 3000.

For the first ten kicks the growth stays close to (10), at about 52 per kick. It then slows. The mean over kicks 1001 to 2000 is 3711, and over kicks 2001 to 3000 it is 3888. The second value is 5% higher, so a slow residual drift is not excluded, but unbroken diffusion would have reached 150,000. The plateau is 2.6% of that.

After 200 kicks the fixed phases give 2947 and the redrawn ones 9907. The redrawn phases differ from the fixed ones in two respects: they do not persist from kick to kick, and they are independent from level to level. Independent phases that stayed fixed would describe an ordinary disordered chain, for which localization is expected. The continued diffusion is therefore attributed to the lost persistence, which means that the saturation depends on coherence between kicks.

An estimate connects the plateau with the eigenstates. If they have a localization length ℓ, the number of them that overlap appreciably with a starting level is of order ℓ. Their eigenphases share the circle of length 2π, so their typical spacing is of order 2π/ℓ. The evolution can tell this discrete set from a continuum after a number of kicks t* of order ℓ. Until then the spreading follows (10), and at t* its width should be of order ℓ:

ℓ² ~ (κ²/2) t* ~ (κ²/2) ℓ,  hence ℓ ~ κ²/2 up to a numerical factor.

The argument does not fix that factor, and the factor is not a constant: diagonalization gives ℓ/κ² ≈ 0.27 at κ = 7 and 0.41 at κ = 10. With a factor 1/2 the scale is κ²/4 = 25 levels. Diagonalization on a ring of 1024 levels gives an amplitude decay rate γ = 0.0244 and ℓ = 1/γ ≈ 41 levels, between the two choices. Changing the size and position of the ring moves these values by about 2%. The plateau divided by κ²/2 is 78 kicks, or about 1.9ℓ, which agrees with t* being of order ℓ.

**The profile**

Expand the starting state in Floquet states α with weights w_α, which add up to 1. If no two eigenphases coincide, the interference terms average to zero over a long time, and

P(n) = Σ_α w_α |u_{α,n}|².  (11)

The profile was averaged over kicks 1001 to 3000. Its logarithm was then averaged over the twelve starts and both sides, so that no single start dominates. The resulting typical probabilities are

- 2.8×10⁻³ at |d| = 50 and 6.5×10⁻⁴ at |d| = 100;
- 1.0×10⁻⁴ at |d| = 200 and 7.1×10⁻⁷ at |d| = 400.

Between |d| = 50 and 500 a straight line in |d| fits the logarithm with R² = 0.995. A Gaussian, which is a straight line in d², gives R² = 0.969. The fitted rate is s = 0.0244 per level, so the typical probability falls by a factor e every 41 levels. A pure exponential of this rate has ⟨d²⟩ = 2/s² ≈ 3350, somewhat below the plateau. The local slope is not uniform: it is 0.029 between 50 and 100, 0.018 between 100 and 200, and 0.025 between 200 and 400. With twelve starts, irregularities of this kind remain.

The probability in a typical eigenstate falls at the rate 2γ = 0.0489, twice as fast as the profile. The direction of this difference follows from (11). The logarithm is concave, so

ln P(n) ≥ Σ_α w_α ln|u_{α,n}|².

The right side is the typical logarithm of the participating eigenstates. The profile lies above it when the values |u_{α,n}|² differ between eigenstates, because a sum gives the large values more weight than a mean logarithm does. That the ratio of the rates is so close to 2 is a result for this κ, τ, fitting range and set of starts. Other starts can change s by about 10%, and no law is claimed here. In practice, a localization length read from an averaged profile by setting s = 2/ℓ would come out here at 82 levels instead of 41.

**Two special cases**

At the resonance τ = 4π each free factor is 1 and t kicks act as one kick of strength κt. A single kick acting on a single level gives half the square of its strength, so ⟨d²⟩ = κ²t²/2. For κ = 10 and t = 20 this is 20,000, and the simulation gives 20,000. Equal site energies thus produce ballistic spreading.

The second case is a start close to n = 0. The free phase and the kick are unchanged by n → −n together with θ → −θ, so nondegenerate eigenstates are even or odd, and |u_{α,−n}| = |u_{α,n}|. By (11) the long-time profile has equal weight on the starting level and on its mirror level. For a start at n = 20 the averaged ratio was 0.971 after 3000 kicks. This second peak is a feature of the symmetry and would distort an exponential fit. The twelve starts above were therefore placed so far from zero that the mirror level lay outside the basis.

**Choosing the basis**

For a localized rotor, the half-width X at which the typical probability has dropped by a factor p follows from e^{−sX} = p. With s = 0.0244 and p = 10⁻¹⁰,

X = 23.0/0.0244 ≈ 940 levels.

This uses s beyond the range 50 to 500 in which it was fitted, and further out the typical profile is steeper. Six other starts gave a rate of about 0.034 between |d| = 500 and 1000 and reached the drop of 10⁻¹⁰ near 820 levels, so the estimate errs on the safe side. Individual starts fluctuate strongly about the typical profile. Beyond |d| = 2000 the largest averaged probability among the twelve starts was 6.5×10⁻²¹, many orders of magnitude above the typical value at that distance. A half-width of twice the typical estimate, as used here, left ample room. For diffusive spreading over 3000 kicks the width would be √150,000 ≈ 387, and a Gaussian tail would need 387 × √(2 × 23.0) ≈ 2600 levels, growing with the square root of the number of kicks. The fixed basis is justified when τ is away from resonances, the phases stay coherent, and X is based on an s measured at the κ and τ in use. The dependence on τ is not weak: at κ = 10, diagonalization gives ℓ ≈ 30 levels for τ = 2.0 and ℓ ≈ 45 for τ = 2.4. The scale κ²/4 alone would have given too short a length.

To obtain the eigenstates, it helps to place half of the free flight on each side of the kick. The one-period matrix S is then symmetric as well as unitary. Write S = A + iB with A and B real and symmetric. The imaginary part of SS† = 1 is BA − AB = 0, so A and B commute and share real eigenvectors. A real symmetric solver applied to a generic combination of A and B delivers them, with the same moduli as u⁻.

**Comparison with cold atoms**

The model is realized approximately by cold atoms in a pulsed standing light wave. Atoms also carry a continuous momentum offset β, which replaces n by n + β. It adds a linear phase to φ_n and, for general β, removes the mirror symmetry. A real pulse has a finite duration, taken here as a fraction f of the period. An atom on level n advances by nτf during the pulse, and averaging cosθ over this stretch reduces the kick by sin(x)/x with x = nτf/2. For f = 0.01 and n = 62, the root-mean-square width of the plateau, x = 0.50 and the kick is 4% weaker. The effect on the local length cannot be read from the estimate ℓ ~ κ²/2, because its numerical factor varies with κ. For an instantaneous kick with κ = 9.59, diagonalization gives ℓ ≈ 51 levels, which is longer than the 41 levels at κ = 10. At n = 200 the kick is already 38% weaker, so far tails measured in this way would be too steep. Spontaneous emission and noise act in the opposite direction. They disturb the phases between kicks, and in the limit of fully redrawn phases the diffusion of (10) returns. Rare disturbances can already remove the saturation. With κ = 10 and β redrawn at random with a probability of 1% per kick, a run with ten starts gave a mean square distance of about 6600 after 300 kicks and 12,500 after 600. A basis of fixed width is then not safe for arbitrarily long runs.

The output of the main calculation follows. The lengths quoted for other κ and τ, the sensitivities to ring and starts, and the run with β redrawn come from separate runs and are not listed in it.

Numbers as computed

```
free-phase parameter tau = 1.618034
weak kick kappa = 2.0, levels on ring = 128
hoppings W1, W3, W5 = 0.69002, 0.07730, 0.00991
hopping decay per level: sum 1.02323, pole 1.02323
largest chain |eigenvalue| nearest 0 at eigenphases = 2.1e-13
widest eigenphase gap = 0.2933 rad
chain |eigenvalue| nearest 0 at gap centre = 0.0924
fraction of site energies with |T|<1 = 0.5004
phase coherence of first differences = 0.00000
phase coherence of second differences = 1.00000
arctangent kick k = 20: arcsinh(1/k) = 0.04998
phase-averaged growth per level, generic tau = 0.04997
phase-averaged growth per level, tau=4pi = 0.04995
growth per level, single omega, 300000 sites = 0.05012
arctangent-kick eigenstate amplitude decay = 0.04977
strong kick kappa = 10, K = kappa*tau = 16.180
residual of product-form tangent equation = 8.6e-12
residual of sine-form chain = 9.4e-12
eigenstate amplitude decay = 0.02443 per level
eigenstate localization length = 40.9 levels
estimate kappa^2/4 = 25.0 levels
starting levels = 12, grid = 4096, kicks = 3000
<d^2> after 1 kicks = 50.0
<d^2> after 5 kicks = 264.1
<d^2> after 10 kicks = 524.2
<d^2> after 30 kicks = 1174.1
<d^2> after 100 kicks = 2451.5
<d^2> after 300 kicks = 3218.0
<d^2> after 1000 kicks = 3871.2
<d^2> after 3000 kicks = 3742.5
mean <d^2>, kicks 1001-2000 = 3711.0
mean <d^2>, kicks 2001-3000 = 3888.1
unbroken diffusion kappa^2 t/2 at 3000 kicks = 150000
plateau / (kappa^2/2) = 77.8 kicks
largest averaged probability beyond |d|=2000 = 6.5e-21
typical averaged probability at |d|=50: 2.76e-03
typical averaged probability at |d|=100: 6.50e-04
typical averaged probability at |d|=200: 1.03e-04
typical averaged probability at |d|=400: 7.13e-07
profile decay rate, |d| 50-500 = 0.02442 per level
twice eigenstate amplitude decay = 0.04886 per level
R^2 exponential = 0.9950, Gaussian = 0.9688
redrawn phases, 200 kicks: <d^2> = 9907
diffusion law kappa^2 t/2 at 200 kicks = 10000
fixed phases, 200 kicks: <d^2> = 2946.8
tau=4pi, 20 kicks: <d^2> = 20000.0
ballistic law kappa^2 t^2/2 at 20 kicks = 20000.0
start n=20: averaged P(-n)/P(n) = 0.971
```
